# Sign and large-gradient decay of the PBE correlation energy density: test program

```python
"""PBE correlation energy per electron: sign and large-gradient decay.

Result under test (hartree atomic units), for uniform-gas energy eps_u < 0:
    eps_u + H = gamma phi^3 ln(1 - q/(1 + y + y^2)),   y = A t^2,
    q = 1 - exp(eps_u/(gamma phi^3)),   0 < q < 1.
It is negative for finite t and tends to -C/t^4 at fixed density and spin,
with C = gamma^3 phi^3 w^3/(beta^2 (1+w)), w = exp(-eps_u/(gamma phi^3)) - 1.
rs: Wigner-Seitz radius; zeta: spin polarization; phi: spin-scaling factor;
t: reduced gradient |grad n|/(2 phi k_s n); H: PBE gradient contribution.
The original definition is evaluated in high precision and by libxc.
"""
import math
import numpy as np
from mpmath import mp, mpf
from scipy import constants
from pyscf.dft import libxc

mp.dps = 120
BETA = mpf("0.06672455060314922")
GAMMA = (1 - mp.log(2)) / mp.pi**2
ROUNDED_PREFACTOR = mpf("0.0310907")  # value used by the library
PW_BETA1 = mpf("7.5957")


def uniform_energy(rs, prefactor=GAMMA):
    """Perdew-Wang correlation energy per electron at zeta = 0.

    The default prefactor is the exact high-density logarithmic coefficient.
    """
    rs = mpf(rs)
    root = mp.sqrt(rs)
    poly = (PW_BETA1 * root + mpf("3.5876") * rs
            + mpf("1.6382") * rs * root + mpf("0.49294") * rs**2)
    return (-2 * prefactor * (1 + mpf("0.21370") * rs)
            * mp.log(1 + 1 / (2 * prefactor * poly)))


def a_parameter(eps_u, phi=1):
    return BETA / GAMMA / (mp.exp(-eps_u / (GAMMA * phi**3)) - 1)


def gradient_term(eps_u, t, phi=1, a_factor=1):
    """H from its original definition; a_factor deliberately alters A."""
    a = a_factor * a_parameter(eps_u, phi)
    t2 = mpf(t)**2
    fraction = (1 + a * t2) / (1 + a * t2 + a**2 * t2**2)
    return GAMMA * phi**3 * mp.log(1 + BETA / GAMMA * t2 * fraction)


def total_definition(eps_u, t, phi=1, a_factor=1):
    return eps_u + gradient_term(eps_u, t, phi, a_factor)


def closed_form_double(eps_u, t, phi=1.0):
    """Derived closed form in double precision."""
    g = float(GAMMA) * phi**3
    q = -np.expm1(eps_u / g)
    a = float(BETA / GAMMA) / np.expm1(-eps_u / g)
    y = a * t**2
    return g * np.log1p(-q / (1 + y + y**2))


def tail_coefficient(eps_u, phi=1):
    w = mp.exp(-eps_u / (GAMMA * phi**3)) - 1
    return GAMMA**3 * phi**3 * w**3 / (BETA**2 * (1 + w))


def spin_factor(zeta):
    return ((1 + zeta)**(2 / 3) + (1 - zeta)**(2 / 3)) / 2


def libxc_pbe(rs, zeta, t):
    """PBE correlation energy per electron from libxc, on flat arrays."""
    n = 3 / (4 * np.pi * rs**3)
    k_f = (3 * np.pi**2 * n)**(1 / 3)
    k_s = np.sqrt(4 * k_f / np.pi)
    gradient = 2 * spin_factor(zeta) * k_s * n * t
    zero = np.zeros_like(n)
    up = np.array([n, gradient, zero, zero]) * (1 + zeta) / 2
    down = np.array([n, gradient, zero, zero]) * (1 - zeta) / 2
    return np.asarray(libxc.eval_xc("GGA_C_PBE", (up, down),
                                    spin=1, deriv=1)[0])


def flat_grid(*axes):
    return [g.ravel() for g in np.meshgrid(*axes, indexing="ij")]


# Closed form against the library implementation, with spin polarization.
rs_g, zeta_g, t_g = flat_grid(np.array([0.5, 2.0, 10.0]),
                              np.array([0.0, 0.5, 0.9]),
                              np.array([0.1, 0.5, 1.0, 3.0, 10.0]))
library = libxc_pbe(rs_g, zeta_g, t_g)
library_uniform = libxc_pbe(rs_g, zeta_g, 0 * t_g)
derived = closed_form_double(library_uniform, t_g, spin_factor(zeta_g))
library_error = np.max(np.abs(derived / library - 1))
assert library_error < 1e-7

# Uniform-gas formula against the library, with the library's prefactor.
uniform_errors, prefactor_shifts = [], []
for rs_value in (0.5, 2.0, 10.0):
    one = np.array([rs_value])
    reference = libxc_pbe(one, np.zeros(1), np.zeros(1))[0]
    rounded = uniform_energy(rs_value, ROUNDED_PREFACTOR)
    uniform_errors.append(abs(float(rounded) - reference))
    prefactor_shifts.append(abs(float(uniform_energy(rs_value) - rounded)))
assert max(uniform_errors) < 1e-9
assert max(prefactor_shifts) < 1e-7

# Sign of the uniform-gas input and of the PBE energy on a wide grid.
rs_s, zeta_s, t_s = flat_grid(np.logspace(-3, 2, 26),
                              np.linspace(0, 1, 11),
                              np.linspace(0, 10, 21))
scan = libxc_pbe(rs_s, zeta_s, t_s)
scan_uniform = libxc_pbe(rs_s, zeta_s, 0 * t_s)
assert np.max(scan_uniform) < 0
assert np.max(scan) < 0
assert np.all(scan >= scan_uniform - 1e-14)
assert np.all(np.diff(scan.reshape(26, 11, 21), axis=2) > 0)

# Two-sided bounds, tail coefficient and first correction from the definition.
for rs_value, zeta_value in ((0.5, 0.0), (2.0, 0.5), (10.0, 0.9)):
    eps = mpf(float(libxc_pbe(np.array([rs_value]), np.array([zeta_value]),
                              np.zeros(1))[0]))
    phi_value = mpf(float(spin_factor(zeta_value)))
    g_phi = GAMMA * phi_value**3
    q_value = 1 - mp.exp(eps / g_phi)
    for t_value in (0.1, 1, 10, 1000):
        y_value = a_parameter(eps, phi_value) * mpf(t_value)**2
        size = -total_definition(eps, t_value, phi_value) / g_phi
        assert q_value / (1 + y_value + y_value**2) < size
        assert size < q_value / (1 - q_value + y_value + y_value**2)
    t_far = mpf(10)**5
    y_far = a_parameter(eps, phi_value) * t_far**2
    ratio = (-total_definition(eps, t_far, phi_value) * t_far**4
             / tail_coefficient(eps, phi_value))
    assert abs(ratio - 1) < 1e-6
    assert abs(y_far * (ratio - 1) + 1) < 1e-6

# Worked example at fixed density.
rs0 = 2
eps0 = uniform_energy(rs0)
w0 = mp.exp(-eps0 / GAMMA) - 1
q0 = w0 / (1 + w0)
a0 = a_parameter(eps0)
c0 = tail_coefficient(eps0)
slope_fixed = mp.log(total_definition(eps0, 2000)
                     / total_definition(eps0, 1000)) / mp.log(2)
assert abs(slope_fixed + 4) < 1e-4

# Altering A alone spoils the cancellation.
factor = mpf("1.1")
altered = total_definition(eps0, mpf(10)**8, a_factor=factor)
altered_formula = GAMMA * mp.log((1 + w0 / factor) / (1 + w0))
assert abs(altered / altered_formula - 1) < 1e-10
assert abs(altered) > 1e-4

# Uniform compression from rs = 2, t = 1: rs t^2 stays fixed.
compression = []
for scale in (1, 100, 10**4, 10**10):
    rs_c, t_c = mpf(rs0) / scale, mp.sqrt(scale)
    compression.append((scale, t_c,
                        total_definition(uniform_energy(rs_c), t_c)))
y_limit = BETA / GAMMA * (2 * GAMMA * PW_BETA1)**2 * rs0
compression_limit = -GAMMA * mp.log(1 + 1 / (y_limit + y_limit**2))
assert abs(compression[-1][2] / compression_limit - 1) < 1e-4


# Exponential density tail with |grad n|/n = 2 inverse bohr.
def exponential_tail(rs):
    k_f = (9 * mp.pi / 4)**(mpf(1) / 3) / rs
    t = 2 / (2 * mp.sqrt(4 * k_f / mp.pi))
    return t, total_definition(uniform_energy(rs), t)


t_a, e_a = exponential_tail(mpf(10)**8)
t_b, e_b = exponential_tail(mpf(10)**10)
slope_tail = mp.log(e_b / e_a) / mp.log(t_b / t_a)
assert abs(slope_tail + 10) < 5e-3

# Rounding: direct double-precision sum against the closed form.
t_round = 1.0e4
eps_d, g_d, b_d = float(eps0), float(GAMMA), float(BETA)
a_d = b_d / g_d / (math.exp(-eps_d / g_d) - 1)
y_d = a_d * t_round**2
direct = eps_d + g_d * math.log(
    1 + b_d / g_d * t_round**2 * (1 + y_d) / (1 + y_d + y_d**2))
stable = float(closed_form_double(eps_d, t_round))
accurate = float(total_definition(eps0, t_round))
assert abs(stable / accurate - 1) < 1e-12
assert abs(direct / accurate - 1) > 0.01

hartree_mev = 1000 * constants.value("Hartree energy in eV")
print(f"beta = {float(BETA):.8f}, gamma = {float(GAMMA):.10f} hartree")
print(f"example: rs = {rs0} bohr, zeta = 0, phi = 1")
print(f"uniform-gas energy eps_u = {float(eps0):.8f} hartree")
print(f"w = {float(w0):.6f}, q = {float(q0):.6f}, A = {float(a0):.6f}")
print(f"tail coefficient C = {float(c0):.8f} hartree")
print("t, y, H (hartree), eps_c (hartree), eps_c/(-C/t^4):")
for t_value in (0.5, 1, 2, 5, 10, 20):
    h_value = gradient_term(eps0, t_value)
    e_value = eps0 + h_value
    r_value = -e_value * mpf(t_value)**4 / c0
    print(f"  {t_value:4.1f} {float(a0 * mpf(t_value)**2):10.5f} "
          f"{float(h_value):.8f} {float(e_value):.6e} {float(r_value):.5f}")
e_one = float(total_definition(eps0, 1))
print(f"eps_c at t = 1: {e_one * hartree_mev:.3f} meV")
print(f"log slope, t = 1000 to 2000, fixed rs: {float(slope_fixed):.6f}")
print(f"A times {float(factor):.1f}: large-t limit = "
      f"{float(altered):.8f} hartree")
print("compression from rs = 2, t = 1: scale, t, eps_c (hartree):")
for scale, t_c, e_c in compression:
    print(f"  {scale:.0e} {float(t_c):.1f} {float(e_c):.8f}")
print(f"compression limit: y = {float(y_limit):.6f}, "
      f"eps_c = {float(compression_limit):.8f} hartree")
print("exponential tail, |grad n|/n = 2 per bohr, rs = 1e8 to 1e10 bohr")
print(f"log slope of eps_c in t along this tail: {float(slope_tail):.5f}")
print(f"rounding test at t = {t_round:.0f}, energies in hartree:")
print(f"  direct double-precision sum: {direct:.6e}")
print(f"  closed form, double precision: {stable:.6e}")
print(f"  definition, {mp.dps} digits: {accurate:.6e}")
print(f"libxc comparison: {library.size} points, "
      f"largest relative difference {library_error:.1e}")
print(f"uniform-gas formula, prefactor {float(ROUNDED_PREFACTOR):.7f}:")
print(f"  largest difference from libxc {max(uniform_errors):.1e} hartree")
print(f"  largest shift with exact gamma {max(prefactor_shifts):.1e} hartree")
print(f"sign scan: {scan.size} points, rs 0.001 to 100 bohr, t 0 to 10")
print(f"  largest eps_u = {np.max(scan_uniform):.4e} hartree")
print(f"  largest eps_c = {np.max(scan):.4e} hartree")
print("finished without a failed check")
```

Running it gives:

```
beta = 0.06672455, gamma = 0.0310906909 hartree
example: rs = 2 bohr, zeta = 0, phi = 1
uniform-gas energy eps_u = -0.04475949 hartree
w = 3.219189, q = 0.762988, A = 0.666667
tail coefficient C = 0.05337407 hartree
t, y, H (hartree), eps_c (hartree), eps_c/(-C/t^4):
   0.5    0.16667 0.01310081 -3.165869e-02 0.03707
   1.0    0.66667 0.03081530 -1.394420e-02 0.26125
   2.0    2.66667 0.04247671 -2.282783e-03 0.68431
   5.0   16.66667 0.04467910 -8.039580e-05 0.94142
  10.0   66.66667 0.04475424 -5.257808e-06 0.98509
  20.0  266.66669 0.04475916 -3.323388e-07 0.99626
eps_c at t = 1: -379.441 meV
log slope, t = 1000 to 2000, fixed rs: -3.999998
A times 1.1: large-t limit = -0.00223497 hartree
compression from rs = 2, t = 1: scale, t, eps_c (hartree):
  1e+00 1.0 -0.01394420
  1e+02 10.0 -0.01353176
  1e+04 100.0 -0.01329891
  1e+10 100000.0 -0.01329343
compression limit: y = 0.957506, eps_c = -0.01329343 hartree
exponential tail, |grad n|/n = 2 per bohr, rs = 1e8 to 1e10 bohr
log slope of eps_c in t along this tail: -9.99961
rounding test at t = 10000, energies in hartree:
  direct double-precision sum: -6.938894e-18
  closed form, double precision: -5.337407e-18
  definition, 120 digits: -5.337407e-18
libxc comparison: 45 points, largest relative difference 1.5e-11
uniform-gas formula, prefactor 0.0310907:
  largest difference from libxc 1.7e-17 hartree
  largest shift with exact gamma 8.9e-09 hartree
sign scan: 6006 points, rs 0.001 to 100 bohr, t 0 to 10
  largest eps_u = -2.0730e-03 hartree
  largest eps_c = -6.7201e-10 hartree
finished without a failed check
```
